Thermal Noise of a Resistor as a Thermometer on a Chip

A small resistor lies beside a busy circuit on a chip, and one wants to know how hot that spot is. A diode or a metal track could serve, but its voltage or resistance must first be recorded at known temperatures. The resistor offers something else. With no current supplied, the voltage between its ends still fluctuates, because its carriers move thermally. How large is that fluctuation, and does it give the temperature without a table for the material?

The answer is that at low frequency the noise density is 4k_BTR. No temperature calibration is then needed, but an electrical one is: the resistance at the working temperature, the amplifier gain, the bandwidth and, for the roll-off, the parallel capacitance must be known, and amplifier noise must be removed. In this sense alone is the thermometer independent of calibration.

**The quantity and the result**

The algebra uses atomic units, ħ = e = m_e = 1, and keeps k_B. Time dependence is e^{−iωt}, with ω = 2πf. For a quantity A of zero mean in a stationary state, the symmetrised two-sided spectrum is

S_A(ω) = ∫ dt e^{iωt} ½⟨A(t)A(0) + A(0)A(t)⟩.

Its inverse transform at zero time gives ⟨A²⟩ = ∫ S_A(ω) dω/2π over all ω. Since S_A is even, this equals ∫₀^∞ 2S_A df. The one-sided density per hertz is therefore 2S_A; for the voltage it is written S_V(f).

The resistor R has a lossless capacitance C in parallel and is otherwise open. All parts share one temperature T, and no bias flows. The claim is

S_V(f) = 2ω coth(ω/2k_BT) Re Z(ω),  (1)

where Z is the impedance of R and C together.

**First derivation: response and fluctuation**

Let q be the charge on the upper node of the circuit and Φ its conjugate flux, [Φ, q] = i. The Hamiltonian contains q²/2C, and the resistor couples to the node through Φ. From dA/dt = i[H, A] and [q², Φ] = −2iq,

dΦ/dt = i(−2iq)/2C = q/C = V.

Flux is thus the time integral of voltage. An injected current I(t) is described by the added term H′ = −I(t)Φ, because it contributes

i[−IΦ, q] = −iI·i = I

to dq/dt, as an injected current must.

Now inject a small charge F at time zero, I(t) = Fδ(t). The equilibrium state ρ becomes

e^{iFΦ} ρ e^{−iFΦ} ≈ ρ + iF(Φρ − ρΦ).

The mean flux at a later time s changes by iF tr[(Φρ − ρΦ)Φ(s)]. Cyclic reordering of the trace gives the response per unit charge,

φ(s) = i⟨Φ(s)Φ(0) − Φ(0)Φ(s)⟩, s > 0.

A general weak current is a succession of such kicks, so Φ(ω) = χ(ω)I(ω) with χ(ω) = ∫₀^∞ φ(s)e^{iωs} ds. Since V = dΦ/dt means V(ω) = −iωΦ(ω),

Z = −iωχ, and hence Re Z = ω Im χ.  (2)

The dissipative part of the impedance is the imaginary part of the flux response.

Next, expand in energy eigenstates m, n with populations p_m and write ω_nm = E_n − E_m. Then

⟨Φ(s)Φ(0)⟩ = Σ p_m |Φ_mn|² e^{−iω_nm s},

and the opposite order gives the complex conjugate. The difference of the two orders is −2i sin(ω_nm s) in each term, so

φ(s) = 2 Σ p_m |Φ_mn|² sin(ω_nm s).

This is odd in s. Therefore Im χ = ∫₀^∞ φ sin(ωs) ds is half the integral over all s. The integral of sin(as) sin(ωs) over all s is π[δ(ω − a) − δ(ω + a)], which gives

Im χ = π Σ p_m |Φ_mn|² [δ(ω − ω_nm) − δ(ω + ω_nm)].

In the second term exchange the names m and n. As ω_mn = −ω_nm and |Φ_mn|² is symmetric,

Im χ = π Σ (p_m − p_n) |Φ_mn|² δ(ω − ω_nm).

The symmetrised correlation has a cosine in place of the sine, and the same steps give a sum of populations:

S_Φ = π Σ (p_m + p_n) |Φ_mn|² δ(ω − ω_nm).

In thermal equilibrium p_n = p_m e^{−ω/k_BT} wherever the delta function acts. The ratio of sum to difference is then the same for every pair of levels at a given ω:

(1 + e^{−ω/k_BT})/(1 − e^{−ω/k_BT}) = coth(ω/2k_BT).

It follows that

S_Φ(ω) = coth(ω/2k_BT) Im χ(ω).  (3)

Each time derivative multiplies a Fourier amplitude by −iω, so the spectrum of V is ω²S_Φ. With (2), the two-sided voltage spectrum is ω coth(ω/2k_BT) Re Z, and doubling it gives (1).

Two points need care. A real resistor has a dense set of levels, so the delta functions merge into smooth functions. And the flux of a floating node wanders without bound, so S_Φ diverges as ω → 0. One may tie the node to ground through a very large inductance, use (3) at nonzero ω, and let the inductance grow at the end. The voltage spectrum stays finite.

Relation (3) was tested on a system of three levels. It was kicked and propagated in time, and the Fourier transform of its response was compared with that of its equilibrium correlations. At the three transition frequencies the largest relative deviation from (3) was 8.1 × 10⁻⁹.

**The low-frequency limit**

For R and C in parallel,

Z = 1/(1/R − iωC), so Re Z = R/[1 + (ωRC)²].

Set x = ω/k_BT. The thermal factor in (1) is 2ω coth(x/2) = 4k_BT·(x/2)coth(x/2). With y = x/2, the ratio of the series for cosh y and for (sinh y)/y gives

y coth y = (1 + y²/2 + …)/(1 + y²/6 + …) = 1 + y²/3 + … = 1 + x²/12 + ….

When ω ≪ k_BT and ωRC ≪ 1, both corrections vanish and

S_V = 4k_BTR.  (4)

No ħ remains, so (4) reads the same in SI units. In those units (1) is 2ħω coth(ħω/2k_BT) Re Z. The 4 is a 2 from coth(x/2) ≈ 2/x times the 2 of the one-sided convention.

In the opposite limit, ω ≫ k_BT, the hyperbolic cotangent tends to 1 and S_V → 2ω Re Z. This is zero-point fluctuation. Temperature can enter it only through Re Z, so it gives no direct measure of k_BT.

If k_BT is far above 1/RC, the classical form holds well beyond the corner ω = 1/RC, and the total thermal noise is

⟨V²⟩ = ∫₀^∞ 4k_BTR df/[1 + (2πfRC)²] = 4k_BTR · (1/2πRC) · π/2 = k_BT/C.

This is equipartition, ½C⟨V²⟩ = ½k_BT. The excess of (1) over its classical form is left out here. It sets in near ω ≈ k_BT and beyond that, as zero-point noise, falls only as 1/ω, so its integral grows with the logarithm of the highest frequency admitted, ω_max. For ω_max ≫ k_BT it is, relative to k_BT/C, roughly ln(ω_max/k_BT)/(πk_BTRC), which is small as long as k_BTRC far exceeds the logarithm. A larger R raises the density and narrows the band in the same proportion.

**Second derivation: waves on a lossless line**

The second route starts from a resistor whose inner workings are fully known. Take a long lossless line with inductance l and capacitance c per unit length. Waves travel at speed u = 1/√(lc), with voltage and current in the ratio R = √(l/c). At the near end, let V_out be the wave that leaves along the line and V_in the one that arrives. Then

V = V_out + V_in, and RI = V_out − V_in,

where I is the current fed into the line. Eliminating V_out gives

V = RI + 2V_in.  (5)

Without an arriving wave the line obeys Ohm's law: the energy fed in runs away and does not come back. In equilibrium, thermal waves do arrive, and they act as a voltage source 2V_in in series with R.

To find their strength, consider a length ℓ with open ends. Its standing waves have frequencies f = nu/2ℓ, with n a whole number, so a band df holds (2ℓ/u) df modes. Each is a harmonic oscillator with levels (n + ½)ω. With z = e^{−ω/k_BT}, the mean level number is Σnzⁿ/Σzⁿ = z/(1 − z), and the mean energy is

ε = ω[½ + z/(1 − z)] = (ω/2)(1 + z)/(1 − z) = (ω/2) coth(ω/2k_BT).

The energy per unit length in the band is 2ε df/u. A standing wave is made of two equal travelling waves, so half of this, ε df/u, moves towards the near end. Multiplied by u, it is an arriving power ε df.

The same power follows from the voltage. A travelling wave has energy density cV²/2 + lI²/2. With I = V/R and l/R² = c this is cV², and the power is ucV² = V²/R. Hence the one-sided density of V_in is Rε, and that of the source 2V_in is

4Rε = 2Rω coth(ω/2k_BT).  (6)

At low frequency ε → k_BT, and (6) becomes 4k_BTR.

Now put the capacitance C across the near end. The current into the line is what leaves the capacitor, I = −C dV/dt, or iωCV in Fourier form. Equation (5) gives V(1 − iωRC) = 2V_in, so the density (6) is divided by 1 + (ωRC)². The result is (1) again, including its roll-off.

It remains to pass from the line to any other resistor of value R. Connect the resistor to the near end, at the same temperature. Being matched, it absorbs all of the arriving power ε df. Let its own source have density S_R. Half of that voltage falls on the line, which launches a power S_R df/4R. If a lossless filter passes one narrow band alone, a difference between these powers would carry heat steadily between bodies of equal temperature. The second law forbids this, so S_R = 4Rε in each band, whatever the resistor is made of.

The line was also tested in a discrete form, with 2000 cells of inductors and capacitors. Its normal modes were computed, given their thermal energies, and summed at the end node, each mode line being slightly broadened. In atomic units the two cases were R = 1, C = 1 and R = 2.5, C = 0.4. Both have RC = 1 and the same mode frequencies, so they differ only in the scale of the impedance, and the test covers a single value of RC. For k_BT = 20 and 0.2, and ω from 0.1 to 2, the noise agreed with (1) within 0.30 %. At ω = 0.1 and k_BT = 20 the ratio S_V/4k_BTR was 0.9897 in both cases; the roll-off 1/(1 + 0.1²) alone gives 0.990. At ω/k_BT = 5 the noise was 2.534 times the classical value, as 2.5 coth 2.5 requires. After a charge q was placed on the end node, its voltage followed (q/C)e^{−t/RC}, with an error of at most 5.6 × 10⁻⁴ in units of q/C at the three times examined, t = 1, 2 and 3. A system without friction thus acts as a resistor, until the echo from the far end returns.

**What each derivation assumes**

The first derivation needs a thermal state and a weak, hence linear, response. It uses no model of the resistor: scattering, carrier statistics and geometry enter through Re Z alone. Its price is that the mechanism stays hidden in matrix elements.

The second derivation shows the mechanism. What dissipates also lets thermal energy in, through the same channel. It is complete for the line, but its extension to other resistors needs more: the second law applied band by band, linear absorption, and a resistor source uncorrelated with the arriving wave.

They also differ in what they say beyond the spectrum. Thermal oscillators have Gaussian coordinates, so the noise of the line is Gaussian. The first derivation fixes the spectrum of any linear resistor but not the shape of its distribution. For a resistor with very many carriers a Gaussian shape is a reasonable assumption, and the error estimate below uses it.

Both fail when the carriers are not in equilibrium. Under a strong bias the populations need not stand in the Boltzmann ratio, and (3) loses its basis. If the carriers keep a temperature of their own, above that of the lattice, it is theirs that is read. If temperature varies along the resistor but each section is in local equilibrium, the independent sources of the sections add, and S_V = 4k_B Σ R_iT_i. The reading is then the mean temperature weighted by resistance.

**Reading the temperature**

An amplifier adds voltage noise of its own. Let two amplifiers read the same resistor, with outputs referred to the input, v₁ = v + n₁ and v₂ = v + n₂. The noises n₁ and n₂ are taken as independent of each other and of v, so ⟨v₁v₂⟩ = ⟨v²⟩. With S₁₂ the mean product divided by the bandwidth B = f₂ − f₁,

T = S₁₂/(4k_BRg).  (7)

Here g is the band average of Re Z/R. With the corner frequency f_c = 1/(2πRC),

g = (1/B)∫ df/[1 + (f/f_c)²] = (f_c/B)[arctan(f₂/f_c) − arctan(f₁/f_c)],

the integral running from f₁ to f₂.

Let P = ⟨v²⟩ and let each amplifier add aP. For Gaussian variables the variance of the product is

⟨v₁²⟩⟨v₂²⟩ + ⟨v₁v₂⟩² = P²[(1 + a)² + 1].

A record of duration τ resolves frequencies 1/τ apart. The band holds Bτ of them, each with a sine and a cosine amplitude, which makes 2Bτ independent values when Bτ ≫ 1. Hence

σ_T/T = {[(1 + a)² + 1]/(2Bτ)}^{1/2}.  (8)

In a test with a = 0.5 and 2Bτ = 512, repeated on 2048 stretches of random record, one amplifier gave 1.5 times the true power and the pair gave 0.9988 times. The spread was 0.9886 of (8), within the 1.6 % statistical uncertainty of that many stretches.

**A polysilicon resistor at 358 K**

Take a doped polysilicon strip 25000 nm long, 1000 nm wide and 200 nm thick, with 5 × 10¹⁹ carriers per cm³ and a mobility of 30 cm²/Vs. These are rough typical values. Length divided by conductivity and cross-section gives R = 5201 ohm. At 358 K, where k_BT = 0.03085 eV,

S_V = 4 × (1.3806 × 10⁻²³ J/K) × (358 K) × (5201 ohm) = 1.028 × 10⁻¹⁶ V²/Hz,

or 10.14 nV/√Hz. With 2 pF of wiring and input capacitance f_c is 15.30 MHz, and the total noise is

(1.028 × 10⁻¹⁶ × 15.30 × 10⁶ × π/2)^{1/2} V = 49.7 μV.

The band runs from 0.1 to 1.1 MHz. Amplifier noise of 3 nV/√Hz gives a = (3/10.14)² = 0.0875. For one second of averaging, (8) yields

σ_T = 358 K × [(1.0875² + 1)/(2 × 10⁶)]^{1/2} = 0.37 K.

The error falls as 1/√τ, so 0.1 K takes (0.374/0.1)² = 14 s. A synthetic record of one second, with noise planted at 358 K, returned 358.43 K through (7). This illustrates the inversion and its scatter; it is no evidence for the noise law.

The effects that shift the reading if they are ignored differ widely in size:

- Roll-off: g = 0.99811, so a reading that ignores it is 0.68 K low. As 1 − g grows with C², an error of 10 % in C leaves 0.14 K even after the correction.
- Quantum correction: k_BT/h is 7.46 THz, and the shift at 1.1 MHz is 6.5 × 10⁻¹³ K.
- One amplifier, its noise not subtracted: aT = 31.3 K too high.
- Amplifier current noise: it flows through R, so both channels see it and averaging does not remove it. At 5 fA/√Hz for each amplifier it adds 4.7 mK. That is a low-frequency value for a field-effect input, whose current noise rises with frequency; the shift grows as the square, to 0.47 K at 50 fA/√Hz. The voltage noise of each amplifier also reaches the node through its input capacitance and so correlates the channels, by about 20 mK for 0.5 pF each.
- Electrical calibration: an error of 0.1 % in the product of squared gain, bandwidth and R shifts T by 0.36 K, about as much as the statistical error of one second.
- Resistance taken at 300 K: if R rises by an assumed 5 × 10⁻⁴ per kelvin, it is 2.9 % larger at 358 K, and the reading is 10.4 K too high.

The last item shows what the absence of a temperature calibration means. The law R(T) is not needed, but R itself must be measured in place. A current of 10 μA for that purpose, if left on, heats the strip by 10.4 mK for an assumed thermal resistance of 2 × 10⁴ K/W. It also produces 1/f noise. The empirical Hooge relation, with V the bias voltage and N the number of carriers, sets its density to α_H V²/(Nf). For α_H = 10⁻³ and N = 2.5 × 10⁸, its band average adds 0.09 K. Measuring R and recording noise in turn keeps both effects out of the noise record, provided the temperature holds still in between. What remains is that R is measured on a strip 10.4 mK too warm, which shifts the reading by only about 2 mK.

Two assumptions of this example need checking in a real chip. The first is that the busy circuit nearby couples no signal into the resistor. Such pickup appears in both channels, so the mean product does not remove it, and the thermal noise in the band is only about 10 μV. A signal of 0.1 V rms at 0.5 MHz, coupled to the ungrounded end through a stray capacitance of 1 fF, drives 0.31 nA through R. That gives 1.6 μV and raises the reading by about 9 K. A single tone can be left out of the cross-spectrum, but broadband pickup calls for shielding. Silencing the circuit for the whole record is no remedy, because a local hot spot in silicon fades within milliseconds to a tenth of a second, while the averaging takes seconds.

The second assumption is the small capacitance. The 2 pF suppose an amplifier close to the resistor. With 100 pF of external cable the corner would fall fifty-fold to about 0.3 MHz, inside the band, and the simple law (4) would fail by a large factor. The thermal resistance, the Hooge parameter and the temperature coefficient depend strongly on layout and doping, so the shifts built on them are estimates of size. The numerical output below lists the values used, except those for the pickup, the external cable, the error in C and the larger amplifier input effects, which are given here.

Computed values

```
Three-level test, largest relative error: 8.1e-09
Line with R = 1.0, low-frequency S_V/(4TR): 0.9897
Line with R = 2.5, low-frequency S_V/(4TR): 0.9897
Same line, w/T = 5, noise over classical value: 2.534
Line against full formula, largest error: 0.30 %
Charge decay against exp(-t/RC), largest error: 5.6e-04
Estimator test, amplifier/source noise ratio: 0.5
  one amplifier, mean over true value: 1.5
  two amplifiers, mean over true value: 0.9988
  spread, simulated over formula: 0.9886
Temperature: 358.0 K
Thermal energy k_B T: 0.03085 eV
Resistor length: 25000 nm
Resistor width: 1000 nm
Resistor thickness: 200 nm
Carrier density: 5.0e+19 cm^-3
Mobility: 30 cm2/Vs
Resistance R: 5201 ohm
Number of carriers: 2.50e+08
Noise density S_V = 4 k_B T R: 1.0283e-16 V^2/Hz
Its square root: 10.141 nV/sqrt(Hz)
Parallel capacitance: 2.0 pF
Total rms noise, all frequencies: 49.71 uV
Corner frequency 1/(2 pi R C): 15.30 MHz
Band, lower edge: 0.1 MHz
Band, upper edge: 1.1 MHz
Band average g of Re Z / R: 0.99811
Amplifier voltage noise: 3.0 nV/sqrt(Hz)
Amplifier/resistor noise ratio a: 0.0875
Averaging time: 1.0 s
Statistical error of T: 0.374 K
Time for an error of 0.1 K: 14.0 s
Synthetic record, inferred temperature: 358.43 K
Frequency k_B T / h: 7.46 THz
Shift, quantum correction at upper edge: 6.5e-13 K
Shift, roll-off ignored: -0.68 K
Shift, one amplifier, its noise kept: 31.3 K
Amplifier current noise: 5.0 fA/sqrt(Hz)
Shift, current noise of both amplifiers: 4.71 mK
Assumed error of gain^2 x bandwidth x R: 0.1 %
Resulting error of T: 0.36 K
Assumed temperature coefficient of R: 5.0e-04 1/K
Shift, R taken at 300 K: 10.4 K
Current that measures R: 10 uA
Assumed thermal resistance: 2e+04 K/W
Self-heating if current stays on: 10.4 mK
Assumed Hooge parameter: 1e-03
Shift, 1/f noise if current stays on: 0.090 K
```
